# Why low-order perturbation theory gives the exact Morse levels

## 1. What scaling and symmetry fix

A particle of mass $m$ moves in the Morse well

$$V(x)=D(1-e^{-ax})^2,$$

where $x$ is the displacement from equilibrium, $D$ the depth and $1/a$ the range. The algebra uses atomic units, so $\hbar=1$. For small $x$ the well is $Da^2x^2$. Setting this equal to $m\omega^2x^2/2$ gives the harmonic frequency $\omega=a\sqrt{2D/m}$.

Measure length by $q=\sqrt{m\omega}\,x$ and energy in units of $\omega$. One number then remains:

$$\varepsilon^2=\frac{a^2}{m\omega}=\frac{\omega}{2D},\qquad ax=\varepsilon q .$$

The two forms agree because $m\omega^2=2Da^2$. The Hamiltonian becomes

$$\frac H\omega=-\frac12\frac{d^2}{dq^2}+\frac{(1-e^{-\varepsilon q})^2}{2\varepsilon^2}.$$

Changing the signs of both $q$ and $\varepsilon$ leaves it unchanged. Reflection does not alter energies, so their perturbation series contains only even powers of $\varepsilon$:

$$\frac{E_n}{\omega}=\nu+\varepsilon^2C_2(n)+\varepsilon^4C_4(n)+\dots,\qquad \nu=n+\tfrac12 .$$

Expanding the exponential gives

$$\frac V\omega=\frac{q^2}{2}-\frac{\varepsilon q^3}{2}+\frac{7\varepsilon^2q^4}{24}-\frac{\varepsilon^3q^5}{8}+\frac{31\varepsilon^4q^6}{720}-\dots$$

The cubic term taken twice and the quartic term taken once are both of order $\varepsilon^2$. Together they make up all of $C_2$, and keeping one without the other is inconsistent. Two questions remain: what is $C_2$, and what happens to $C_4$ and beyond?

## 2. The simple case: the ground state

Write the perturbation as $gq^3+hq^4$, with $g=-\varepsilon/2$ and $h=7\varepsilon^2/24$ for Morse. Let $b$ and $b^\dagger$ be the oscillator's lowering and raising operators, so $q=(b+b^\dagger)/\sqrt2$. Acting three times on the ground state,

$$q^3|0\rangle=\frac{1}{2\sqrt2}\left(3|1\rangle+\sqrt6\,|3\rangle\right).$$

There is no $|0\rangle$ component, so the cubic term has no first-order shift. In second order each squared element is divided by the energy denominator, $-1$ or $-3$:

$$-\frac{g^2}{8}\left(\frac91+\frac63\right)=-\frac{11g^2}{8}.$$

The quartic term gives $h\langle q^4\rangle=3h/4$. For Morse the sum is

$$-\frac{11\varepsilon^2}{32}+\frac{7\varepsilon^2}{32}=-\frac{\varepsilon^2}{8}.$$

The exact ground state can be found separately. Define

$$u=\frac{1-e^{-\varepsilon q}}\varepsilon,\qquad u'=e^{-\varepsilon q}=1-\varepsilon u,\qquad \frac V\omega=\frac{u^2}2,$$

and try $\psi=\exp(-\int W_0\,dq)$ with $W_0=u-\varepsilon/2$. Since $\psi''=(W_0^2-W_0')\psi$, the energy is

$$\frac{u^2}2-\frac12\left(u^2-\varepsilon u+\frac{\varepsilon^2}4-1+\varepsilon u\right)=\frac12-\frac{\varepsilon^2}8 .$$

This is constant, as an energy must be, and it equals the perturbative result with nothing left over. In the limit $\varepsilon\to0$, $W_0\to q$ and the state becomes the oscillator Gaussian.

The opposite limit shows where the formula fails. Far to the right $W_0\to1/\varepsilon-\varepsilon/2$. If $\varepsilon^2\ge2$, which means $D\le a^2/(8m)$, this is not positive and the function does not decay. The formula still returns a number, but this state is not bound.

## 3. Any level, any cubic and quartic term

For general $n$, two applications of $b+b^\dagger$ give

$$(b+b^\dagger)^2|n\rangle=\sqrt{(n+1)(n+2)}\,|n{+}2\rangle+(2n+1)|n\rangle+\sqrt{n(n-1)}\,|n{-}2\rangle .$$

In a third application, $|n+1\rangle$ is reached from above with weight $(n+2)\sqrt{n+1}$ and from below with weight $(2n+1)\sqrt{n+1}$. The sum is $3(n+1)^{3/2}$. Likewise $|n-1\rangle$ receives $(2n+1)\sqrt n+(n-1)\sqrt n=3n^{3/2}$. The outer states $|n\pm3\rangle$ have squared weights $(n+1)(n+2)(n+3)$ and $n(n-1)(n-2)$.

Since $q^3$ carries a factor $1/(2\sqrt2)$, the second-order shift is

$$\frac{g^2}{8}\left[\frac{n(n-1)(n-2)-(n+1)(n+2)(n+3)}{3}+9n^3-9(n+1)^3\right].$$

Lower states push the level up and higher states push it down. The first fraction is $-(3n^2+3n+2)$ and the remaining pair is $-(27n^2+27n+9)$. Therefore

$$\Delta_3=-\frac{g^2}{8}(30n^2+30n+11).$$

For the quartic term, $\langle n|q^4|n\rangle$ is one quarter of the squared norm of $(b+b^\dagger)^2|n\rangle$:

$$\Delta_4=\frac h4\left[(n+1)(n+2)+(2n+1)^2+n(n-1)\right]=\frac h4(6n^2+6n+3).$$

At $n=0$ both reduce to the results of section 2. Now use $n^2+n=\nu^2-\frac14$:

$$\Delta_3+\Delta_4=-\frac{g^2}8\left(30\nu^2+\frac72\right)+\frac h4\left(6\nu^2+\frac32\right).$$

The part independent of $\nu$ is $-7g^2/16+3h/8$. It vanishes if and only if

$$h=\frac{7g^2}{6}.$$

The rest is then $(-15/4+7/4)g^2\nu^2=-2g^2\nu^2$. Morse satisfies the condition, because $\frac76\cdot\frac{\varepsilon^2}4=\frac{7\varepsilon^2}{24}$. Its shift is

$$\Delta_3+\Delta_4=-\frac{\varepsilon^2\nu^2}{2},\qquad\text{or}\qquad-\frac{a^2}{2m}\nu^2\ \text{in energy}.$$

The first form is in units of $\omega$, like the other shifts in this section; the second is multiplied by $\omega$. The cubic term alone would give a $\nu^2$ coefficient of $-15\varepsilon^2/16$, too large in size by the factor $15/8$. The quartic term hardens the well and takes back the excess.

**The classical limit.** For large $\nu$, treat $\nu$ as the classical action. The orbital frequency predicted by the formula is

$$\Omega=\frac{dE}{d\nu}=\omega(1-\varepsilon^2\nu).$$

The formula can also be written $E=D[1-(1-\varepsilon^2\nu)^2]$, as multiplying out with $D=\omega/(2\varepsilon^2)$ shows. Hence $\Omega=\omega\sqrt{1-E/D}$.

Newtonian motion gives the period $T=\sqrt{2m}\int dx/\sqrt{E-V}$ between the turning points. With $w=e^{ax}$, so that $dx=dw/(aw)$, the integral becomes

$$T=\frac{\sqrt{2m}}a\int\frac{dw}{\sqrt{-(D-E)w^2+2Dw-D}}=\frac{\pi\sqrt{2m}}{a\sqrt{D-E}}.$$

The last step uses the fact that the integral of $1/\sqrt{-\alpha w^2+\beta w-\gamma}$ between its roots is $\pi/\sqrt\alpha$. Thus $2\pi/T=a\sqrt{2(D-E)/m}=\omega\sqrt{1-E/D}$, in agreement. The motion slows to zero frequency as $E$ approaches $D$.

## 4. All exact bound levels

The ground-state construction extends to a ladder. Let

$$W_j=u-\varepsilon\left(j+\tfrac12\right),\quad A_j=\frac{1}{\sqrt2}\left(\frac d{dq}+W_j\right),\quad A_j^\dagger=\frac1{\sqrt2}\left(-\frac d{dq}+W_j\right).$$

Multiplying out, with the derivative also acting on $W_j$, gives

$$A_j^\dagger A_j=\tfrac12\left(-\tfrac{d^2}{dq^2}+W_j^2-W_j'\right),\quad A_jA_j^\dagger=\tfrac12\left(-\tfrac{d^2}{dq^2}+W_j^2+W_j'\right).$$

Section 2 showed that $H/\omega=A_0^\dagger A_0+\frac12-\varepsilon^2/8$. Next compare neighbouring members. Since $W_j-W_{j+1}=\varepsilon$ and both derivatives equal $1-\varepsilon u$,

$$W_j^2+W_j'-W_{j+1}^2+W_{j+1}'=\varepsilon[2u-2\varepsilon(j+1)]+2-2\varepsilon u=2-2\varepsilon^2(j+1).$$

Half of this is the constant offset:

$$A_jA_j^\dagger=A_{j+1}^\dagger A_{j+1}+1-\varepsilon^2(j+1).$$

If $A_j^\dagger A_j\varphi=\lambda\varphi$ with $\lambda>0$, then $A_j\varphi$ is an eigenstate of $A_jA_j^\dagger$ with the same $\lambda$. Its squared norm is $\lambda$ times that of $\varphi$, so it is not zero. The operator $A_j^\dagger$ leads back. The two products therefore share all positive bound levels. The product $A_jA_j^\dagger$ has no level at zero, because $A_j^\dagger\chi=0$ requires $\chi=\exp(+\int W_j\,dq)$, which grows without limit on the left. The one possible extra level is that of $A_j^\dagger A_j$ at zero, where $A_j\varphi_j=0$ and $\varphi_j=\exp(-\int W_j\,dq)$.

This function decays on the left. On the right $W_j$ tends to $c_j=1/\varepsilon-\varepsilon(j+\frac12)$, so it is normalizable if and only if $\varepsilon^2(j+\frac12)<1$. While that holds, each step contributes one new level, and the offsets add:

$$\frac{E_n}\omega=\frac12-\frac{\varepsilon^2}8+\sum_{j=0}^{n-1}\left[1-\varepsilon^2(j+1)\right]=\nu-\frac{\varepsilon^2}{2}\left(n^2+n+\frac14\right)=\nu-\frac{\varepsilon^2\nu^2}{2}.$$

It remains to show that no level is missed. At the first $n$ with $c_n\le0$ there is no zero level. The partner potential, with $y=e^{-\varepsilon q}$ and $W_n=c_n-y/\varepsilon$, is

$$\frac{W_n^2+W_n'}2=\frac{c_n^2}{2}-\frac{c_ny}{\varepsilon}+\frac{y^2}{2\varepsilon^2}+\frac y2 .$$

Every term after the first is non-negative, and the last two are positive. A bound state would need an energy above $c_n^2/2$, the limiting potential on the right. At such an energy the wave function oscillates there without decaying. So the partner has no bound level, and the ladder has ended.

The bound levels are those with $\nu<1/\varepsilon^2$, and each equals the result of section 3. As $\varepsilon\to0$ their number grows without limit and the oscillator spectrum returns.

## 5. Why the higher orders vanish

The proportionality to $\nu^2$ does not explain this agreement. Section 3 used two Taylor coefficients, and infinitely many wells share them. The explanation lies in the exact states.

Up to normalization, state $n$ is $A_0^\dagger A_1^\dagger\cdots A_{n-1}^\dagger\varphi_n$. Expand its ingredients:

$$W_j=q-\varepsilon\left(\frac{q^2}2+j+\frac12\right)+\frac{\varepsilon^2q^3}6-\dots$$

Thus $\varphi_n$ is $e^{-q^2/2}$ times a series in $\varepsilon$ with polynomial coefficients, and the operators $A_j^\dagger$ preserve this form. At $\varepsilon=0$ the product is $(-d/dq+q)^n e^{-q^2/2}$ up to a factor, which is the oscillator state $|n\rangle$.

Perturbation theory seeks a series of the same kind. With $V_p$ the term of order $\varepsilon^p$ in the potential, $e_p$ the energy coefficient and $H_0$ the oscillator, order $p$ reads

$$(H_0-\nu)\psi_p=-\sum_{k=1}^{p}(V_k-e_k)\psi_{p-k}.$$

The component along $|n\rangle$ fixes $e_p$, since the left side has none. The other components fix $\psi_p$, apart from an added multiple of $|n\rangle$. That freedom multiplies the whole state by a series of constants and cannot alter the energy. The energy series is therefore unique and must be the exact one, which stops at $\varepsilon^2$. Hence $C_4=C_6=\dots=0$.

**The counterexample.** Cut the potential off after $q^4$. The well still confines the particle, and $C_2$ is unchanged. For the ground state we can find what the cut removes at order $\varepsilon^4$. The sextic term in first order, with $\langle q^6\rangle=15/8$, gives

$$\frac{31}{720}\cdot\frac{15}{8}=\frac{31}{384}.$$

The quintic term enters in second order together with the cubic. The elements from $|0\rangle$ to $|1\rangle$ are $3/(2\sqrt2)$ for $q^3$ and $\sqrt2\langle q^6\rangle=15\sqrt2/8$ for $q^5$. Those to $|3\rangle$, whose wave function is $(2q^3-3q)/\sqrt3$ times the ground state, are $\sqrt3/2$ and, with $\langle q^8\rangle=105/16$, $5\sqrt3/2$. The cross term is

$$2\left(-\frac12\right)\left(-\frac18\right)\left[-\frac{45}{16}-\frac13\cdot\frac{15}4\right]=-\frac{65}{128}.$$

The two removed pieces add to $-164/384=-41/96$. Since the full Morse coefficient is zero, the truncated well must have $C_4(0)=+41/96$. The recursion, run in rational arithmetic on the truncated well, gives this same fraction. Run on the full Morse series for $n=0$ to $3$, it gives zero at orders $\varepsilon^4$, $\varepsilon^6$ and $\varepsilon^8$.

## 6. A silicon–hydrogen bond in numbers

Hydrogen bonded to silicon at the silicon/oxide interface of a transistor has a stiff stretching vibration. Take the rough values $D=3.0$ eV and $a=1.6$ per angstrom, and let hydrogen vibrate against one free silicon atom of mass 28 u. The reduced mass is 0.9728 u. Restoring $\hbar$,

$$\frac{\hbar^2a^2}{m}=0.004297\times1.6^2=0.01100\ \text{eV},$$

$$\hbar\omega=\sqrt{2\times3.0\times0.01100}=0.2569\ \text{eV}.$$

Thus $\varepsilon^2=0.2569/6.0=0.0428$ and $1/\varepsilon^2=23.355$. The condition $\nu<23.355$ admits $n=0$ to $22$, which is 23 levels. The contributions in eV, each rounded separately, are:

| $n$ | harmonic | cubic | quartic | sum |
|---|---|---|---|---|
| 0 | 0.1285 | −0.0038 | 0.0024 | 0.1271 |
| 1 | 0.3854 | −0.0244 | 0.0120 | 0.3730 |
| 5 | 1.4130 | −0.3132 | 0.1468 | 1.2466 |
| 22 | 5.7804 | −5.2221 | 2.4376 | 2.9960 |

Diagonalizing the full Morse Hamiltonian on a grid reproduces all 23 sums, with a largest difference of $7.1\times10^{-14}$ eV. That figure is at the level of rounding error and changes with the grid. It measures numerical agreement within the model, not knowledge of a real bond. At the highest level, $n=22$, the cubic shift is larger than the well depth. The sum is right there because of the cancellation in section 5, not because the corrections are small.

At $n=23$ the formula gives 2.9999 eV, just below $D$, although no level exists. The form $E=D[1-(1-\varepsilon^2\nu)^2]$ explains this: the parabola reaches $D$ at $\nu=1/\varepsilon^2$ and then turns down. An energy below $D$ is therefore no proof that the formula describes a state.

With the same $D$, $a$ and mass, the well truncated after $x^4$ has levels above the Morse ones by 0.21 meV at $n=0$, 2.3 meV at $n=1$ and 101 meV at $n=5$. For $n=0$ the leading estimate is

$$\frac{41}{96}\times0.0428^2\times0.2569\ \text{eV}\approx0.20\ \text{meV},$$

close to the diagonalized difference; higher orders supply the rest.

The first transition is $0.3730-0.1271=0.2459$ eV, or 1983 cm$^{-1}$. The next is 0.2349 eV. Each step up the ladder is smaller than the last by $\hbar^2a^2/m=0.0110$ eV, so radiation tuned to the first step is off resonance with the second, provided that both the radiation and the bond's absorption line are much narrower than this difference.

**Beside the real bond.** Silicon–hydrogen stretches lie at roughly 2000 cm$^{-1}$, and the parameters were chosen in that regime, so the agreement is not a prediction. A real interface breaks the assumption of an isolated bond. The following shifts of the first transition are each estimated with the other settings fixed:

- Holding the silicon atom rigid moves it by −4.1 meV, or 1.7% of its value. This limit needs lattice vibrations much faster than the stretch, and silicon does not have them: its phonon quanta end near 0.065 eV. Tying the silicon atom to a harmonic spring with that quantum moves the transition by only about +0.3 meV, so the free atom is the better model.
- Bending motion, with a rough quantum of 0.08 eV and bond length of 1.5 angstrom, moves it by about −1.3 meV. This is the first-order effect of the kinetic energy of two bends; mixing with the bend overtone reduces it to about −1.1 meV. Both figures omit any change of the bend stiffness with bond length.
- An oxide field of 5 MV/cm acting on a rough bond charge of 0.1 e moves it by 0.2 meV, with a sign set by the field direction.
- Raising the quartic coefficient by 10% moves it by +1.0 meV in first order with oscillator states. Diagonalizing the Morse well with the added term gives +1.6 meV, mainly because the mean of $x^4$ rises more from $n=0$ to $n=1$ in the Morse states than in the oscillator states. The change also breaks $h=7g^2/6$, so the shift is no longer purely proportional to $\nu^2$.

At 400 K the equilibrium population of $n=1$ relative to $n=0$ is $8\times10^{-4}$, so heat alone leaves nearly all such bonds in the ground state of the stretch. The softer bends are different: with two bends of quantum 0.08 eV, about one bond in five has a bend excited at this temperature.

The high levels are less trustworthy than these small shifts suggest. The outer turning point is a stretch of 0.27 angstrom at $n=1$, 1.1 angstrom at $n=10$ and 4.6 angstrom at $n=22$. The last is three times the bond length, a distance at which neighbouring atoms of a solid cannot be ignored. There the mathematics of the Morse well remains exact, but the well no longer represents the bond. Nor does the proof, which uses a single coordinate, establish a similar cancellation for coupled lattice modes. The numerical output lists the remaining values.

## Computed results

```
depth D (rough input) = 3.0 eV
range parameter a (rough input) = 1.6 1/angstrom
silicon mass (input) = 28.0 u
reduced mass = 0.9728 u
hbar^2/m = 0.004297 eV angstrom^2
hbar omega = 0.256908 eV
hbar^2 a^2/m = 0.011000 eV
eps^2 = 0.04282, 1/eps^2 = 23.355 (no unit)
oscillator length = 0.1293 angstrom
number of bound levels = 23
n, harmonic, cubic, quartic, sum, grid (eV)
 0 0.128454 -0.003781 0.002406 0.127079 0.127079
 1 0.385362 -0.024407 0.012032 0.372987 0.372987
 2 0.642271 -0.065658 0.031282 0.607895 0.607895
 5 1.412995 -0.313165 0.146785 1.246616 1.246616
10 2.697536 -1.138188 0.531796 2.091145 2.091145
22 5.780435 -5.222052 2.437599 2.995983 2.995983
largest |sum - grid|, all levels = 7.1e-14 eV
formula at n=23, where no level exists = 2.999884 eV
truncated well: n, grid level (eV), minus Morse (meV)
 0 0.127292 0.213
 1 0.375309 2.322
 2 0.617794 9.899
 5 1.347457 100.841
truncated well eps^4 coefficient, n=0: 41/96 = 0.4271 (units of omega)
truncated well eps^4 coefficient, n=1: 407/96 = 4.2396 (units of omega)
truncated well eps^4 coefficient, n=2: 1625/96 = 16.9271 (units of omega)
0->1 transition = 0.245908 eV = 1983 1/cm
1->2 transition = 0.234908 eV
neglected effects on the 0->1 transition:
rigid lattice instead of free Si: -4.12 meV
bond length, bend quantum (rough): 1.5 angstrom, 0.08 eV
bend kinetic coupling: -1.26 meV
field, bond charge (rough): 5.0 MV/cm, 0.1 e
mean stretch, n=0 and n=1: 0.0204, 0.0626 angstrom
field shift, magnitude: 0.21 meV
quartic coefficient raised 10%: 0.96 meV
n=1 to n=0 population at 400 K: 8.0e-04
outer turning point, n=1: 0.27 angstrom
outer turning point, n=5: 0.65 angstrom
outer turning point, n=10: 1.13 angstrom
outer turning point, n=22: 4.57 angstrom
```
